\section*{Isotope Shifts, the King Plot and Higher Nuclear Moments in Heavy Atoms, part 1}

(Sections cited here and not found follow in the second part.)

\section{From two isotopes to electronic factors}

Q: When one isotope of an element is replaced by another, its spectral lines move a little. I am told that each contribution to the movement is a nuclear number times an electronic number. Why should a many-electron atom be so obliging?

A: Because the nuclear change is small, so a first-order expansion is enough. Two nuclear properties enter: the mass $M$ and the charge distribution. I write the latter as $Z\rho_N(\mathbf r)$, with $\rho_N$ spherical and $\int\rho_N\,d^3r=1$. The energy of a level is then a function of $1/M$ and a functional of $\rho_N$. To first order the two changes add. The mass change is described by one number,
\begin{equation}
\mu=\frac1{M'}-\frac1M ,
\end{equation}
where the prime marks the second isotope. Its effect is therefore $\mu$ times a derivative that belongs to the electrons. The charge change is a whole function $\delta\rho_N(r)$, and there a single product is not guaranteed.

I use Hartree atomic units, so $M$ is in electron masses and $c\simeq137.036$. Radii are quoted in fm.

Q: Take the mass first. The nucleus is heavy, but it is not at rest. Which operator describes its motion?

A: Let $\mathbf x_i$ be the electron positions, $\mathbf X$ that of the nucleus, and $\mathbf r_i=\mathbf x_i-\mathbf X$. An atom with zero total momentum has a wave function of the $\mathbf r_i$ alone. Differentiating it with respect to $\mathbf X$ gives minus the sum of the derivatives with respect to the $\mathbf r_i$, so the nuclear momentum is $\mathbf P_N=-\sum_i\mathbf p_i$. The nuclear kinetic energy becomes
\begin{equation}
\frac{\mathbf P_N^2}{2M}=\frac1M\Big[\frac12\sum_i\mathbf p_i^2+\sum_{i<j}\mathbf p_i\cdot\mathbf p_j\Big].
\end{equation}
The factor $\frac12$ is absent from the second sum because each pair occurs twice in the square. The first sum gives the normal mass shift, the second the specific mass shift.

Q: For a single electron I would just use the reduced mass. Can you show that the cross term is really needed when there are two?

A: Take two particles of unit mass on a line. Springs of constant 1 tie each to the nucleus, and a spring of constant $0.5$ joins them. With a fixed nucleus and $q_\pm=(q_1\pm q_2)/\sqrt2$ the potential is
\begin{equation}
\tfrac12(q_1^2+q_2^2)+\tfrac14(q_1-q_2)^2=\tfrac12q_+^2+q_-^2 ,
\end{equation}
so the frequencies are $\omega_+=1$ and $\omega_-=\sqrt2$. In the ground state $\langle p_\pm^2\rangle=\omega_\pm/2$. The two parts of the shift, multiplied by $M$, are
\begin{align}
\tfrac12\langle p_1^2+p_2^2\rangle&=\tfrac14(1+\sqrt2)=0.60355,\\
\langle p_1p_2\rangle=\tfrac12\langle p_+^2-p_-^2\rangle&=\tfrac14(1-\sqrt2)=-0.10355 ,
\end{align}
which add to $0.5$. Now release the nucleus. The antisymmetric motion exerts no net force on it. For the symmetric one, $\ddot x_i=-q_i$ (the mutual spring is idle) and $M\ddot X=q_1+q_2=\sqrt2\,q_+$, hence
\begin{equation}
\ddot q_+=-q_+-\sqrt2\,\ddot X=-(1+2/M)\,q_+ .
\end{equation}
The zero-point energy rises by $\frac12(\sqrt{1+2/M}-1)=\frac1{2M}+O(M^{-2})$, in agreement with the sum. Diagonalising the three-body problem at $M=10^4$ gives $0.49998$ for $M$ times the shift. The normal part alone would be $21\%$ too large.

Q: In a heavy atom the inner electrons are relativistic. A moving nucleus is a current, and the electrons must feel its magnetic field.

A: They do, and the Breit interaction supplies the missing term. I take it as the starting point. For charges $q_1,q_2$ with velocities $\mathbf v_1,\mathbf v_2$ it is
\begin{equation}
-\frac{q_1q_2}{2c^2r}\big[\mathbf v_1\cdot\mathbf v_2+(\mathbf v_1\cdot\hat{\mathbf r})(\mathbf v_2\cdot\hat{\mathbf r})\big].
\end{equation}
An electron has the velocity operator $c\boldsymbol\alpha$, the nucleus has $\mathbf P_N/M$, and $q_1q_2=-Z$. The sign of the charges makes the term positive, and $\mathbf P_N=-\sum_j\mathbf p_j$ makes it negative again. Together with the kinetic term, the recoil operator is $T/M$ with
\begin{equation}
T=\frac12\sum_{ij}\Big\{\mathbf p_i\cdot\mathbf p_j-\frac{Z}{c\,r_i}\big[\boldsymbol\alpha_i+(\boldsymbol\alpha_i\cdot\hat{\mathbf r}_i)\hat{\mathbf r}_i\big]\cdot\mathbf p_j\Big\}.
\label{eq:T}
\end{equation}
The order of the factors is immaterial. For $i\ne j$ they commute. For $i=j$ the divergence of the vector multiplying $\mathbf p$ vanishes, since $\nabla\cdot(\boldsymbol\alpha/r)=-\boldsymbol\alpha\cdot\hat{\mathbf r}/r^2$ while $\nabla\cdot[\mathbf r(\boldsymbol\alpha\cdot\mathbf r)/r^3]=+\boldsymbol\alpha\cdot\hat{\mathbf r}/r^2$.

Relativity has changed the electronic operator but not the prefactor $1/M$. The mass shift of a line is $K\mu$, with $K=\langle T\rangle_{\rm upper}-\langle T\rangle_{\rm lower}$. Left out are recoil effects beyond the Breit interaction, terms of order $1/M^2$, and the dependence of $K$ on the nuclear radius.

Q: That operator looks awkward. Is there a case in which I can verify it from end to end?

A: One electron and a point nucleus, $V=-Z/r$, with $Z<\frac{\sqrt3}2c\simeq118.7$ so that $\langle1/r^2\rangle$ is finite for s$_{1/2}$ and p$_{1/2}$ levels. Let $H\psi=E\psi$ with $H=c\boldsymbol\alpha\cdot\mathbf p+\beta c^2+V$, so that $E$ includes the rest energy. The derivative of the unit vector is $\partial_i\hat r_j=(\delta_{ij}-\hat r_i\hat r_j)/r$, which gives
\begin{equation}
\frac{(\boldsymbol\alpha\cdot\hat{\mathbf r})\hat r_j}{r}=\frac{\alpha_j}{r}-\boldsymbol\alpha\cdot\nabla\hat r_j,
\qquad
\boldsymbol\alpha\cdot\nabla\hat r_j=\frac ic[H,\hat r_j].
\end{equation}
The second relation holds because only $c\boldsymbol\alpha\cdot\mathbf p$ fails to commute with $\hat r_j$. The magnetic part $B$ of $T$ is then
\begin{equation}
B=-\frac Zc\,\frac1r\,\boldsymbol\alpha\cdot\mathbf p+\frac{iZ}{2c^2}[H,\hat r_j]p_j ,
\end{equation}
with a sum over $j$. In the last term let $H$ act to the left, where it gives $E$:
\begin{equation}
\langle[H,\hat r_j]p_j\rangle=\langle\hat r_j(E-H)p_j\rangle=\langle\hat r_j[p_j,V]\rangle=-i\langle Z/r^2\rangle .
\end{equation}
Here $(E-H)p_j\psi=[p_j,H]\psi$, and $V'=Z/r^2$. For the first term use $\boldsymbol\alpha\cdot\mathbf p\,\psi=(E+Z/r-\beta c^2)\psi/c$. The result is
\begin{align}
\langle B\rangle&=-\frac Z{c^2}\Big\langle\frac{E+Z/r-\beta c^2}{r}\Big\rangle+\frac{Z^2}{2c^2}\Big\langle\frac1{r^2}\Big\rangle\nonumber\\
&=-\frac{ZE}{c^2}\Big\langle\frac1r\Big\rangle-\frac{Z^2}{2c^2}\Big\langle\frac1{r^2}\Big\rangle+Z\Big\langle\frac\beta r\Big\rangle .
\end{align}
Since $(\boldsymbol\alpha\cdot\mathbf p)^2=\mathbf p^2$, the kinetic part is half the squared norm of $\boldsymbol\alpha\cdot\mathbf p\,\psi$:
\begin{align}
\tfrac12\langle\mathbf p^2\rangle&=\frac1{2c^2}\big\langle(E+Z/r-\beta c^2)^2\big\rangle\nonumber\\
&=\frac{E^2+c^4}{2c^2}-E\langle\beta\rangle+\frac{ZE}{c^2}\Big\langle\frac1r\Big\rangle\nonumber\\
&\quad+\frac{Z^2}{2c^2}\Big\langle\frac1{r^2}\Big\rangle-Z\Big\langle\frac\beta r\Big\rangle .
\end{align}
All radial averages cancel in the sum. Finally, stretch the wave function by a scale factor. Both $c\boldsymbol\alpha\cdot\mathbf p$ and $V$ scale as an inverse length, and the energy is stationary at an eigenstate, so $\langle c\boldsymbol\alpha\cdot\mathbf p+V\rangle=0$ and $E=c^2\langle\beta\rangle$. Therefore
\begin{equation}
\langle T\rangle=\frac{E^2+c^4}{2c^2}-\frac{E^2}{c^2}=\frac{c^4-E^2}{2c^2}.
\label{eq:K}
\end{equation}
With $E=c^2+e$ this is $-e-e^2/2c^2$. For weak binding it reduces to $-e$, the reduced-mass result.

Q: How much does the magnetic term matter in numbers?

A: For $Z=70$ and the 1s level, $E=c^2\sqrt{1-Z^2/c^2}$, so (\ref{eq:K}) gives $Z^2/2=2450$. Direct quadrature of the two parts of $T$ with Dirac functions gives $4517.4$ and $-2067.4$, which add to the same value. The kinetic operator alone would be too large by a factor of $1.84$. The same test holds for 2s, 2p$_{1/2}$ and 2p$_{3/2}$.

Q: I accept the mass shift. Now the charge distribution. You admitted that its change is a function and not a number.

A: Let $\rho_e(\mathbf r)$ be the electron number density of the level. The nuclear attraction changes by
\begin{equation}
\delta V(\mathbf r)=-Z\int\frac{\delta\rho_N(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r' .
\end{equation}
The first-order energy change is $\int\rho_e\,\delta V\,d^3r$. The relaxation of the electrons does not contribute at this order, because the energy of an eigenstate is stationary. Exchanging the two integrations gives
\begin{equation}
\delta E=-Z\int\delta\rho_N\,\Phi_e\,d^3r,\qquad
\Phi_e(\mathbf r)=\int\frac{\rho_e(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r' .
\end{equation}
Now $\Phi_e$ is needed only where the nuclear charge is, and it obeys $\nabla^2\Phi_e=-4\pi\rho_e$.

Since $\delta\rho_N$ is spherical, only the spherical average of $\rho_e$ counts. Inside a nucleus of finite size $\rho_e$ is smooth at the origin. The odd-degree terms of its Taylor series average to zero over a sphere, so
\begin{equation}
4\pi\bar\rho_e(r)=\beta_0+\beta_1r^2+\beta_2r^4+\dots
\end{equation}
The averaged Poisson equation is $(r^2\Phi_e')'=-\sum_k\beta_kr^{2k+2}$. Two integrations, regular at the origin, give
\begin{equation}
\Phi_e(r)=\Phi_e(0)-\sum_k\frac{\beta_k\,r^{2k+2}}{(2k+2)(2k+3)} .
\end{equation}
The constant drops out because both nuclei carry the same charge, $\int\delta\rho_N\,d^3r=0$. What remains is
\begin{align}
\delta E&=Z\sum_k\frac{\beta_k\,\delta\langle r^{2k+2}\rangle}{(2k+2)(2k+3)}\nonumber\\
&=F\,\delta\langle r^2\rangle+G\,\delta\langle r^4\rangle+H\,\delta\langle r^6\rangle+\dots,
\label{eq:FS}
\end{align}
with
\begin{equation}
F=\frac{Z\beta_0}6,\qquad G=\frac{Z\beta_1}{20},\qquad H=\frac{Z\beta_2}{42}.
\end{equation}
The terms after the first are the Seltzer higher-moment terms. The sum converges if the Taylor series of $\bar\rho_e$ converges wherever $\delta\rho_N$ is nonzero, as in the sharp-edged model below. A diffuse nuclear surface has a tail beyond the radius of convergence, and the series is then only asymptotic: for a 1s level at $Z=70$ and a change in radius of a symmetrised Fermi density with half-density radius $6.34$ fm and diffuseness $0.523$ fm, the partial sums come within about $10^{-5}$ of the first-order shift near $k=6$, after which the terms grow. For a line one subtracts the coefficients of the lower level from those of the upper.

Q: Does the leading term have the right size and sign?

A: A larger nucleus attracts a penetrating electron less, so the level must rise, and $F>0$ says so. With $\beta_0=4\pi\rho_e(0)$ we have $F=\frac{2\pi}3Z\rho_e(0)$. A non-relativistic 1s electron has $\rho_e(0)=Z^3/\pi$, hence $F=\frac23Z^4$. At $Z=70$, with $1\,\mathrm{fm}=1.8897\times10^{-5}$ bohr, this is $5.72\times10^{-3}$ Ha/fm$^2$. The Dirac value for a nucleus of finite size is $2.298\times10^{-2}$ Ha/fm$^2$, four times as large.

Q: Which nucleus did you use, and did you test the series or merely evaluate it?

A: The model is one electron bound to a charge $Z=70$, with nuclear density proportional to $1+wr^2/R^2$ for $r<R$ and zero outside. The radius $R$ and the shape parameter $w$ can be varied separately. The reference nucleus has $R=6.80$ fm and $w=0$. Energies were computed for $R$ changed by $\pm0.01$ fm, and then for $w$ changed by $\pm0.01$. For all four levels the energy differences agree with (\ref{eq:FS}), with ten moments kept, to a relative accuracy of $10^{-6}$.

The sharp edge does no harm at this order. When the edge moves, the density series is continued slightly beyond the old edge. At the old edge the continued potential has the right value and slope, so the error just beyond it is of higher order in the displacement.

\section{One nuclear parameter, and what bends the King plot}

Q: Before we go on, let me collect what I have accepted.

A: For two isotopes with $\mu=1/M'-1/M$, line $i$ shifts by
\begin{equation}
\delta\nu_i=K_i\mu+F_i\,\delta\langle r^2\rangle+G_i\,\delta\langle r^4\rangle+H_i\,\delta\langle r^6\rangle+\dots
\label{eq:line}
\end{equation}
to first order. Here $\langle r^n\rangle$ are moments of the nuclear charge density. $K_i$ is the difference of the recoil expectation values of the upper and lower levels. A level has $F=Z\beta_0/6$, $G=Z\beta_1/20$ and $H=Z\beta_2/42$, where $\beta_0+\beta_1r^2+\beta_2r^4+\dots$ is $4\pi$ times its spherically averaged electron density inside the nucleus. $E=c^2+e$ is the energy of an electron, and the units are atomic.

Q: Then the field shift is a sum of products, not a product. Where is the factorisation?

A: It appears if the ratios $G_i/F_i$, $H_i/F_i$ and so on are the same for all lines considered. Then
\begin{equation}
\delta\nu_i^{\rm field}=F_i\lambda,\qquad
\lambda=\delta\langle r^2\rangle+\frac GF\,\delta\langle r^4\rangle+\frac HF\,\delta\langle r^6\rangle+\dots
\end{equation}
The ratios express the shape of the electron density inside the nucleus, while $F$ expresses its height. If the nuclear moments may change in any proportion, factorisation thus requires a common shape.

Q: Why should a 1s and a 2s electron have the same shape there? Their energies differ by about two thousand hartree.

A: Because the nuclear potential at the centre is far deeper. In a mean field, or for one electron, let $W=e-V(0)$ and write $g$ and $f$ for the large and small radial components. Near the centre
\begin{align}
g'&=-\frac{1+\kappa}r\,g+\frac{W+2c^2}c\,f,\\
f'&=-\frac{1-\kappa}r\,f-\frac Wc\,g .
\end{align}
The variation of $V$ with $r^2$ affects the density only from $r^4$ on.

For s$_{1/2}$, $\kappa=-1$ and $g(0)=g_0$. Trying $f=ar$ in the second equation gives $3a=-Wg_0/c$. Inserting this in the first and integrating,
\begin{equation}
f=-\frac{Wr}{3c}\,g_0,\qquad g=g_0\Big[1-\frac{W(W+2c^2)}{6c^2}r^2\Big].
\end{equation}
The density is proportional to $g^2+f^2$, so
\begin{equation}
\frac{\beta_1}{\beta_0}=-\frac{W(W+2c^2)}{3c^2}+\frac{W^2}{9c^2}=-\frac{2W}3-\frac{2W^2}{9c^2}.
\label{eq:s}
\end{equation}
The principal quantum number enters through $e$ alone.

To first order, a line shift is a mass term plus a series in the changes of the nuclear charge moments, and the field part factorises if all lines weight the moments in the same ratios; for s$_{1/2}$ levels, $\beta_1/\beta_0$ depends on the principal quantum number only through $e$. It remains to treat p$_{1/2}$, to see how nearly common the ratios are, and to find what their differences do to the King plot.
